Direct beam of a cylindrical effusion tube

**1. A square channel first**

Consider a straight channel of length L with a square cross-section of side w. Atoms enter through one end and fly in straight lines. Select those whose direction makes an angle θ with the axis and is tilted parallel to one pair of sides. While such an atom travels the length L, it moves sideways by

d = L tanθ.   (1)

It reaches the far end without touching a wall if it started at least d from the wall it is approaching. The allowed starting points form a rectangle of sides w and w − d, so the fraction of the entrance that sends atoms straight through is

(w − d)/w = 1 − L tanθ/w, for L tanθ ≤ w.   (2)

For larger angles the fraction is zero. The rectangle is the overlap of the entrance square with the exit square shifted back by d. For a round tube the squares become discs, and only the overlap area has to be found anew.

**2. Assumptions and the entering atoms**

A circular tube of radius R and length L joins a reservoir of vapour to vacuum. The vapour is in equilibrium, with number density n, pressure p and atomic mass m. The algebra is in atomic units, in which the thermal energy τ = k_B T is in hartree and m is in electron masses. Three assumptions are made:

- The atoms enter uniformly over the entrance disc, with Maxwellian velocities.
- They do not collide with one another in the tube or beyond it.
- The receiver is far away compared with R and L, so that a direction alone labels a place on it.

The direct beam is the set of atoms that pass the mouth without having touched the wall. Atoms that the wall re-emits are treated separately in section 6.

The velocity distribution, normalized to one, is

f(v) = (m/2πτ)^(3/2) exp(−mv²/2τ).   (3)

Atoms of speed v moving at angle θ to the axis cross a unit area of the entrance at the rate n f(v) v cosθ per unit volume of velocity space. That volume is v² dv dΩ, so the rate per area and solid angle is

I(θ) = n cosθ (m/2πτ)^(3/2) ∫₀^∞ v³ exp(−mv²/2τ) dv.

With α = m/2τ the integral is 1/(2α²) = 2τ²/m². Collecting powers,

I(θ) = n cosθ · 2τ^(1/2)/[(2π)^(3/2) m^(1/2)] = (cosθ/π) n √(τ/2πm).

The integral of cosθ over the forward hemisphere is 2π ∫₀^(π/2) cosθ sinθ dθ = π. The total rate per area is therefore Γ = n√(τ/2πm). With p = nτ,

I(θ) = (Γ/π) cosθ, Γ = p/√(2πmτ).   (4)

The factor cosθ is the projected area of the entrance. Speed has dropped out of the angular law because a straight path does not depend on how fast it is travelled.

**3. The overlap of two discs**

An atom enters at a point r of the entrance disc. When it reaches the plane of the mouth, its transverse position is r + d, where the vector d has the length (1). If both r and r + d lie within the disc of radius R, so does every point between them, because a disc is convex. The atom then misses the wall. If r + d lies outside, the atom has met the wall on the way. The allowed entrance points thus fill the overlap of two discs of radius R whose centres are a distance d apart.

Put the centres at x = 0 and x = d. The line x = d/2 divides the overlap into two mirror halves. To the right of this line every point is nearer to the second centre than to the first, so a point inside the first disc is also inside the second. The right half is therefore the part of the first disc with x > d/2, whose height at x is 2√(R² − x²). The whole overlap is

A = 2 ∫_(d/2)^R 2√(R² − x²) dx.

Define

q = d/2R = L tanθ/(2R)   (5)

and substitute x = Rs. One factor R comes from dx and one from the root, so A = 4R² ∫_q^1 √(1 − s²) ds. Dividing by πR² gives the clear fraction of the entrance,

T(q) = (4/π) ∫_q^1 √(1 − s²) ds.   (6)

An antiderivative of √(1 − s²) is ½[s√(1 − s²) + arcsin s]. It equals π/4 at s = 1. Since π/2 − arcsin q = arccos q,

T(q) = (2/π)[arccos q − q√(1 − q²)], 0 ≤ q ≤ 1,   (7)

and T = 0 for q > 1, where the discs no longer meet. As a test, the overlap was also summed from strip lengths at seven values of q between 0 and 1.2. The largest difference from (7) was 3.5 × 10⁻⁹ of the disc area.

Every allowed entrance point contributes the same I(θ). Multiplying (4) by the allowed area πR²T gives the number of direct atoms per time and solid angle:

J(θ) = J(0) cosθ T(q), J(0) = ΓR².   (8)

The bracket in (7) with its factor 2/π is thus the clear fraction, and cosθ is a separate factor from the entrance. The forward intensity J(0) does not contain L. At fixed Γ and R, a longer tube narrows the direct beam without strengthening or weakening its centre.

**4. The two ends of the angular range**

From (6), the slope of the clear fraction is

dT/dq = −(4/π)√(1 − q²).   (9)

Near the axis the root is close to one, so T ≈ 1 − 4q/π. There q ≈ Lθ/(2R), and cosθ differs from one only at order θ². To first order,

J(θ)/J(0) ≈ 1 − (2L/πR)|θ|.   (10)

The direct beam has a cusp on the axis, whereas a thin orifice gives the smooth maximum of cosθ. The cusp arises because a small shift d uncovers a crescent of area close to 2Rd, which is proportional to the size of the shift.

At the other end the beam stops at the cutoff angle, where q = 1:

tanθ_c = 2R/L.   (11)

Just inside it let ε = 1 − q and write s = 1 − t in (6). For small t, √(1 − s²) = √(2t − t²) ≈ √(2t), and

T ≈ (4/π) ∫₀^ε √(2t) dt = (8√2/3π) ε^(3/2).   (12)

The overlap is now a thin lens. Its width is proportional to ε and its height to √ε, which accounts for the power 3/2. The direct beam therefore fades to zero with zero slope at θ_c.

**5. How many atoms go straight through**

The rate of entry is πR²Γ. Let W be the fraction of entering atoms that leave directly. Integrating (8) over solid angle, with dΩ = 2π sinθ dθ,

W = (1/πR²Γ) ∫ J dΩ = ∫₀^(θ_c) T · 2 sinθ cosθ dθ = ∫ T d(sin²θ).   (13)

Integrate by parts. The boundary term T sin²θ vanishes at θ = 0 because of the sine and at θ_c because of T. Let b = L/(2R), so that tanθ = q/b and sin²θ = q²/(q² + b²). With (9),

W = −∫ sin²θ dT = (4/π) ∫₀^1 [q²/(q² + b²)] √(1 − q²) dq.

Write q²/(q² + b²) = 1 − b²/(q² + b²). The first term integrates to π/4, which leaves

W = 1 − (4b²/π)K, K = ∫₀^1 √(1 − q²)/(q² + b²) dq.   (14)

With q = sinφ the numerator of K, including dq, becomes cos²φ dφ. Since cos²φ = (1 + b²) − (sin²φ + b²),

K = (1 + b²) ∫₀^(π/2) dφ/(sin²φ + b²) − π/2.

Let u = tanφ, for which sin²φ = u²/(1 + u²) and dφ = du/(1 + u²). The remaining integral is

∫₀^∞ du/[b² + (1 + b²)u²] = π/[2b√(1 + b²)].

Hence K = (π/2)[√(1 + b²)/b − 1]. Putting this into (14),

W = 1 − 2b√(1 + b²) + 2b² = [√(1 + b²) − b]².   (15)

For a short tube W ≈ 1 − 2b = 1 − L/R. For a long tube √(1 + b²) − b = 1/[√(1 + b²) + b] ≈ 1/(2b), and W ≈ R²/L². The long-tube result is the solid angle πR²/L² of the distant mouth, divided by the π of the cosine law.

**6. What the wall adds**

Suppose now that each atom striking the wall leaves again, with a cosine distribution about the local normal and no memory of its arrival. Let ν(z) be the rate of wall hits per area at distance z from the entrance. In the steady state it is also the rate of re-emission.

An equilibrium argument constrains ν. Connect equal reservoirs to both ends. The gas in the tube is then in equilibrium and strikes the wall everywhere at the rate Γ. Because atoms do not collide, the two sources act independently, and by mirror symmetry the second one gives ν(L − z). Therefore

ν(z) + ν(L − z) = Γ.   (16)

The same argument fixes the mean number of hits. The wall receives 2πRLΓ hits per time while 2πR²Γ atoms enter, so each entering atom makes L/R hits on average.

To find the wall's beam, follow a line of direction θ backwards from a point of the mouth. The line is still inside the tube after a sideways shift 2Ru if the point lies in the overlap belonging to that shift, which is a fraction T(u) of the mouth. By (9), a fraction (4/π)√(1 − u²) du of the lines meets the wall between u and u + du. Equating 2Ru to the axial distance times tanθ puts the meeting point at z = L(1 − u/q). A cosine emitter of rate ν sends ν/π per projected area and solid angle, just as the entrance sends Γ/π. Hence

J_wall(θ) = J(0) cosθ (4/π) ∫₀^(min(q,1)) √(1 − u²) [ν(L(1 − u/q))/Γ] du.   (17)

For small q the root is nearly one, and the integral becomes q times the mean of ν/Γ over the tube, which is ½ by (16). To first order J_wall ≈ J(0) · 2q/π. The direct beam has lost 4q/π, so the wall restores half of the loss:

(J + J_wall)/J(0) ≈ 1 − 2q/π.   (18)

On the axis itself the wall adds nothing. In this model, J(0) = ΓR² is the forward intensity of the whole beam.

**7. A gallium source**

Take a tube with R = 5 mm and L = 20 mm, filled by gallium vapour at 1200 K and 10⁻⁴ Torr. The mass is 69.72 u. These are round values for illustration, with pressure and temperature chosen independently. Over a gallium melt the temperature fixes the pressure, which at 1200 K is roughly 10⁻³ Torr, about ten times the value used here. In SI units (4) reads

Γ = 0.01333/√(2π × 1.158×10⁻²⁵ × 1.657×10⁻²⁰) = 1.214×10²⁰ m⁻² s⁻¹,

or 1.214×10¹⁶ atoms/(cm² s). With R² = 0.25 cm², J(0) = 3.04×10¹⁵ atoms/(s sr).

Here b = 20/10 = 2, and the cutoff (11) is at arctan 0.5 = 26.6°. At θ = 10°, q = 2 tan10° = 0.3527 and

T = (2/π)(1.2104 − 0.3300) = 0.5605.

Multiplication by cos10° gives J/J(0) = 0.552. The direct beam falls to half its forward value at 11.2°, compared with 60° for a thin orifice. By (15), W = (√5 − 2)² = 0.0557.

Two million atoms were traced through this tube with the wall law of section 6. The traced direct fraction was 0.0558 ± 0.0002. In one-degree bins, the direct counts differed from (8) by at most 2.2 standard deviations, and no direct atom appeared in the bins beyond the cutoff. The mean number of wall hits was 3.999 ± 0.003, where the equilibrium argument requires 4. Intensities relative to J(0) are as follows; the direct part is from (8), and the wall part is traced, with an error of about 0.003.

θ (deg)   direct   wall    sum
5         0.775    0.111   0.886
10        0.552    0.219   0.771
15        0.340    0.308   0.648
20        0.153    0.378   0.531
25        0.019    0.407   0.426
30        0        0.357   0.357

At 5°, q = 0.175 and the estimate 2q/π is 0.111, in agreement with the traced wall part. The sum reaches one half between 20° and 25°, about twice the half-angle of the direct beam.

In all, 0.357 of the entering atoms are transmitted, and 84% of these have touched the wall. Wall atoms amount to 0.069 of the entering atoms inside the direct cone and 0.232 outside it. When the wall re-emits, equation (8) therefore still gives the forward intensity, but by (18) the whole beam falls off near the axis only half as steeply as the direct part. Equation (8) is then a poor estimate of the total output and of the flux near and beyond θ_c.

**8. A substrate at finite distance**

Place a flat substrate parallel to the mouth at distance D = 200 mm from it, and so at H = D + L = 220 mm from the entrance. Consider a substrate point at distance x from the axis. A line from it through the mouth point e, continued to the entrance plane, arrives at

x + (e − x)H/D = eH/D − xL/D.   (19)

Seen from the substrate, the mouth thus projects onto the entrance plane as a disc of the larger radius RH/D, with its centre shifted by xL/D. It covers the whole entrance as long as the shift does not exceed the difference of the radii, RL/D, which means x ≤ R. Within that distance no part of the entrance is hidden, and the cusp (10) is rounded off.

On the axis the direct flux follows by adding the rings of the entrance. Each element sends (Γ/π)cosθ per solid angle. The substrate element subtends a solid angle proportional to cosθ/(H² + r²), and cos²θ = H²/(H² + r²). Therefore

F(0) = (Γ/π) ∫₀^R H² 2πr dr/(H² + r²)² = ΓR²/(H² + R²).   (20)

The result is 1.214×10¹⁶ × 25/48425 = 6.27×10¹² atoms/(cm² s). The distance that enters is the one from the entrance. Using D in its place, as ΓR²/D², would give too large a value: the direct flux is 17.4% below that estimate. From this point part of the tube wall is also visible through the mouth. If the wall re-emits as in section 6, it adds about 10% to the direct flux here. This relative contribution vanishes as the substrate is moved far away.

Off the axis, the far-field law for the plane is J(θ)cosθ/(H² + x²) with tanθ = x/H. Relative to it, the direct flux at finite distance is 6.1% higher at x = R = 5 mm. There q = 0.045, and the far-field law has already removed 4q/π = 5.8% that is in fact still visible. At x = 55 mm, where q = 0.5, the difference is 1.5%.

**9. Conditions in a real cell**

Gas collisions set the upper limit of pressure. An atom of collision diameter δ sweeps out a cross-section πδ², and the motion of its partners raises the mean relative speed by √2. The mean free path is then λ = τ/(√2 πδ²p). With a rough δ = 0.4 nm it is about 1.7 m, and the loss over the tube length is roughly 1 − exp(−L/λ), about 1%. This takes the reservoir density along the whole tube. With a re-emitting wall and vacuum beyond the mouth, the density on the axis averages only half of that, which lowers the loss. Against this, a diameter of 0.4 nm counts only strong deflections. The long-range attraction between gallium atoms already deflects them by a few degrees at separations of roughly 0.6 to 0.8 nm, and such deflections matter for a beam about 10° wide. The 1% is therefore an order of magnitude, not an upper bound.

The substrate flux found here is low. Growth at about one atomic layer per second needs very roughly 10¹⁴ to 10¹⁵ atoms/(cm² s), which is roughly 16 to 160 times more. If a hundredfold increase were sought through pressure alone, with the tube and temperature held fixed in the estimate of λ, L/λ would rise to about 1.1 and the collisionless model would fail. A wider opening raises the flux with a much smaller increase in collisions, but at fixed L it also widens the beam.

A crucible may be tapered, which this model does not cover. Its melt level also falls with use, so that L and H both grow. Among the effects evaluated in this example, the state of the wall has the largest influence on the transmitted fraction. A hot wall that re-emits every atom diffusely, as in section 6, gives the sums in the table; a wall that reflected atoms like a mirror would instead transmit all of them and keep the cosθ law. A wall that keeps every atom leaves the direct beam alone. Between these two cases the relative intensity at 20° changes from 0.53 to 0.15 and the transmitted fraction from 0.36 to 0.056, while the forward intensity in the far field stays the same.

Numbers as computed

```
tube radius R = 5.0 mm, length L = 20.0 mm
substrate distance from mouth = 200 mm
temperature = 1200 K, pressure = 1.0e-04 Torr
gallium mass = 69.72 u
largest error of overlap formula = 3.5e-09 (fraction)
b = L/(2R) = 2.00
cutoff angle = 26.57 deg
half-intensity angle, direct = 11.19 deg
impingement rate Gamma = 1.214e+16 atoms/(cm2 s)
forward intensity J(0) = 3.036e+15 atoms/(s sr)
direct flux at substrate centre = 6.270e+12 atoms/(cm2 s)
direct fraction, formula = 0.05573
direct fraction, rays = 0.05575 +- 0.00016
number of rays = 2000000
largest ray-formula deviation per 1 deg bin = 2.23 sigma
relative intensities J/J(0); rays averaged over 2 deg:
theta(deg)  q      T      direct  direct(rays)  wall(rays) +- error
     5   0.1750  0.7784  0.7754  0.7674        0.1105 +- 0.0030
    10   0.3527  0.5605  0.5520  0.5508        0.2193 +- 0.0030
    15   0.5359  0.3519  0.3399  0.3394        0.3084 +- 0.0029
    20   0.7279  0.1632  0.1534  0.1508        0.3780 +- 0.0028
    25   0.9326  0.0208  0.0188  0.0199        0.4070 +- 0.0026
    30   1.1547  0.0000  0.0000  0.0000        0.3570 +- 0.0023
mean wall hits per atom = 3.999 +- 0.003 (L/R = 4.0)
total transmitted fraction = 0.3566 +- 0.0003
wall part inside direct cone = 0.0689 of entering atoms
wall part outside direct cone = 0.2319 of entering atoms
wall share of transmitted atoms = 84.4 %
finite-distance change at x = R (x = 5.0 mm) = +6.09 %
finite-distance change at q = 0.5 (x = 55.0 mm) = +1.54 %
axis change if distance is taken from mouth = -17.4 %
rough collision diameter = 0.4 nm
mean free path = 1748 mm
rough collision loss over tube length = 1.14 %
```
